Why some antiferroelectrics stay polar after one field cycle

**The missing second half of the loop**

A fresh antiferroelectric ceramic is driven by a rising field. At some field E_F its polarization jumps, because the antipolar phase has turned into a polar one. In some materials the jump is undone as the field falls, and the sample returns to zero polarization. In others, sodium niobate ceramics being a familiar case, the polarization stays. The next pulse of the same sign then finds a ferroelectric, and the antiferroelectric jump is gone.

It is tempting to conclude that the polar phase must be the stable one at zero field. That does not follow. Which phase is lower in free energy is one question; whether the sample can get back to it is another. The two are separated by the backward field E_B, at which the polar phase reverts. If E_B is positive, reversion happens before the field is gone. If E_B is negative, removing the field is not enough.

**Bias and hysteresis**

Let g be the free energy per volume at fixed field E and temperature, so that dg/dE = −P, where P is the polarization along the field. FE denotes the polar phase and AFE the antipolar one. Define

D(E) = g_FE(E) − g_AFE(E), D0 = D(0).

D0 is the equilibrium bias; it is positive when the antipolar phase is stable at zero field. Differentiating,

dD/dE = −(P_FE − P_AFE) < 0,

because the polar phase has the larger polarization along the field. D therefore falls steadily as E rises.

Suppose both phases are present, each in regions large enough that the energy of their curved surfaces can be neglected. Suppose also that the fronts between them run parallel to the polarization, or that free charge screens them, and that elastic mismatch can be ignored. When a phase front advances by δx and turns polar material into antipolar, it releases the energy D δx per unit area. Defects resist the motion. The front moves only if the released energy per volume exceeds a threshold, w_B for this direction and w_F for the opposite one:

forward: D(E_F) = −w_F
equilibrium: D(E_eq) = 0
backward: D(E_B) = +w_B.

Since D decreases with E, the backward condition is met at a positive field if D0 > w_B, and at a negative field if D0 < w_B. Hence

E_B changes sign at D0 = w_B.

This does not depend on the detailed shape of the two P(E) curves, provided P_FE > P_AFE, the sweep is slow, such regions survive, and each phase stays locally stable over the fields concerned. If the polar phase loses stability at a positive field, it reverts there even when D0 < w_B. If only small nuclei survive, or none, w_B must be replaced by a larger threshold, because new surface has to be paid for as well. The same holds for w_F in a fresh sample that contains no large polar regions. A forward jump that runs to completion leaves no large antipolar regions behind, so for a full cycle the thresholds used below are to be read as effective values that include this cost.

For equal thresholds, w_F = w_B = w, there are three cases in which the forward condition is not yet met at zero field (D0 > −w), so that a fresh antipolar sample persists there:

- D0 > w: the antipolar phase returns when the field is removed.
- 0 < D0 < w: the sample stays polar although the antipolar phase is lower in free energy.
- −w < D0 < 0: the sample stays polar, and the fresh antipolar state was itself metastable.

**The fields in terms of measurable quantities**

At small field, P_FE ≈ P_s + χ_F E and P_AFE ≈ χ_A E, where P_s is the zero-field polarization of the polar phase and the χ are dielectric susceptibilities (P per E). Integrating dD/dE from zero gives

D(E) ≈ D0 − P_s E + (χ_A − χ_F)E²/2.

When the last term is small,

E_eq ≈ D0/P_s
E_F ≈ (D0 + w)/P_s
E_B ≈ (D0 − w)/P_s.

Bias shifts both switching fields together; hysteresis pushes them apart. The midpoint of E_F and E_B estimates D0/P_s, and half their separation estimates w/P_s. With unequal thresholds the midpoint becomes D0/P_s + (w_F − w_B)/(2P_s), so it is no longer a clean measure of equilibrium.

**A minimal free energy**

To connect the bias to temperature, take a uniaxial model with antipolar order A:

g = aP²/2 + bP⁴/4 + a'A²/2 + b'A⁴/4 + cP²A²/2 − EP.

Here a and a' are negative, b, b' and c are positive, and c² > bb', so the two orders compete strongly.

At zero field the polar phase has A = 0 and aP + bP³ = 0. Thus P_s² = −a/b, and its energy is

aP_s²/2 + bP_s⁴/4 = −a²/(2b) + a²/(4b) = −a²/(4b).

The antipolar phase follows in the same way with P = 0, so

D0 = a'²/(4b') − a²/(4b).

Can both phases be locally stable? In the polar phase the curvature of g along A is a' + cP². At zero field it is positive if c|a|/b > |a'|. With r = a/a', this reads r > b/c.

In the antipolar phase, ∂g/∂A = 0 gives A² = −(a' + cP²)/b'. Inserting this into ∂g/∂P = 0 gives

E = αP − βP³, α = a − ca'/b', β = c²/b' − b > 0.

Stability at zero field needs α > 0, or r < c/b'. Finally, D0 > 0 means a²/b < a'²/b', or r < √(b/b'). A metastable polar remnant above an antipolar ground state is therefore possible for

b/c < r < √(b/b').

The window is open because c² > bb'. Within it a uniform polar crystal would survive even without pinning, if it held no antipolar nuclei.

The same model gives the fields at which a uniform phase loses stability. The polar phase yields to A when a' + cP² = 0, that is at P_B² = −a'/c, and the field there is

E = P_B(a + bP_B²).

This applies if P_B > P_s/√3; otherwise the polar curvature a + 3bP² vanishes first. The antipolar branch ends where dE/dP = α − 3βP² = 0, so P_F² = α/(3β) and

E = P_F(α − βP_F²) = (2/3)αP_F,

provided P_F < P_B, so that A has not already vanished. These are limits for uniform switching. Fronts can act much earlier.

**How large: a worked case**

Take round effective values in the regime of a tin- and niobium-modified lead zirconate titanate ceramic. At 300 K, a = −1.08×10⁸ and a' = −1.14×10⁸ V m/C; b = b' = 1.2×10⁹ and c = 2.4×10⁹ V m⁵/C³. Then P_s = √(0.09) C/m² = 30 µC/cm², and

D0 = 2.7075 − 2.4300 = 0.2775 J/cm³.

With w = 0.600 J/cm³, the bias is equivalent to 9.25 kV/cm and the hysteresis to 20 kV/cm. The simple formulas give E_F ≈ 29.3 and E_B ≈ −10.8 kV/cm; the full model gives 29.8 and −10.7 kV/cm. The antipolar phase is the stable one, yet the sample remains polar.

The uniform stability limits are −111 kV/cm for the polar phase and 84 kV/cm for the antipolar phase, far outside the front-controlled fields. Here r = 0.947 lies between b/c = 0.5 and √(b/b') = 1, as the window requires.

A one-dimensional simulation of a front, with equal gradient energies for P and A, tests the separation. In a smooth medium the front stalls at 9.30 kV/cm, which is the equilibrium field. A frozen periodic variation of a' was then added, and its threshold w was estimated from the shape of the undisturbed front. At zero field, with w/D0 = 0.75, the antipolar phase advanced 3.9 periods of the disorder. With w/D0 = 1.30 it advanced 0.6 of a period in the same time. The spatially averaged bias was positive in both runs; the strength of pinning decided the outcome. This kind of pinning is itself a local variation of the bias: in the second run the local bias is negative over about a quarter of each period.

**Where the backward field changes sign**

Let a = a_300 + s(T − 300 K), with s = 3×10⁵ V m/(C K), and hold the other coefficients and w fixed. Then

dD0/dT = −as/(2b) = sP_s²/2,

which is 0.0135 J/(cm³ K) at 300 K. Heating then favours the antipolar phase. This sign follows from holding a' fixed. If a' rises with slope s', then dD0/dT = (sP_s² − s'A0²)/2 with A0² = −a'/b' = 0.095 C²/m⁴, which changes sign at s' ≈ 0.95s. The temperature trends below are those of a material with sP_s² > s'A0², in which the polar phase loses its ordering energy faster on heating than the antipolar phase does. The bias vanishes when a = a'√(b/b') = −1.14×10⁸ V m/C, which is at 280 K. The backward field vanishes when D0 = w:

a = −√[4b(a'²/(4b') − w)] = −1.006×10⁸ V m/C,
T* = 300 + (1.080 − 1.006)×10⁸/(3×10⁵) ≈ 325 K.

The switching fields, in kV/cm, are:

270 K: E_F = 14.8, E_B = −23.4
300 K: E_F = 29.8, E_B = −10.7
320 K: E_F = 40.1, E_B = −2.1
340 K: E_F = 50.4, E_B = 6.65

Between 280 and 325 K the material is antiferroelectric in equilibrium and polar after one cycle. Heating a poled sample through T* lets the antipolar phase return at zero field.

**What the first cycle costs**

Let f = g + EP. Along either branch df = E dP, so the electrical work there equals the change of f. At the forward jump ΔP the work is E_F ΔP, while f changes by D(E_F) + E_F ΔP = −w + E_F ΔP. The work thus exceeds the change of f by w, which is dissipated. If the cycle ends polar, f has risen by D0 and the total work is

W = D0 + w = 0.2775 + 0.600 = 0.8775 J/cm³ at 300 K.

If the sample reverts, the backward jump dissipates another w and f returns to its starting value, so W = 2w. At 340 K this is 1.20 J/cm³. Quadrature of the loops gives the same two values. A second pulse of the same sign at 300 K runs up and down the polar branch and, in this model, costs nothing.

**How far to trust the numbers**

The polarization and the switching fields of tens of kV/cm are roughly typical of such ceramics, but the coefficients are not fitted to a specimen. Real ones have many grain orientations and often a modulated antipolar structure, which a single A does not describe. One assumption with a large effect is a time-independent w. Let thermal activation reduce it as

w ∝ 1 − (k_B T/U) ln(t/τ),

with assumed values U = 2 eV and τ = 10⁻¹² s, and w = 0.600 J/cm³ at 300 K and 1 s. After ten years w at 300 K is 0.364 J/cm³, and T* falls from 323 K at 1 s to 306 K. "Irreversible" therefore refers to a time scale, and that scale is very sensitive to U: by this law w at 300 K falls to D0 after about 10⁴ years for U = 2 eV, but within a few months for U = 1.5 eV. It is just as sensitive to the assumed form of the law: with w ∝ 1/(1 + k ln(t/τ)), matched in value and slope at 1 s to the law for U = 2 eV, w is 0.43 J/cm³ after ten years and needs more than 10¹⁷ years to reach D0.

Other rough estimates matter too. Elastic mismatch is left out of the model. A spherical antipolar inclusion whose volume differs by 0.4 % from that of its polar surroundings stores about Y(0.004/3)²/(1 − ν) = 0.25 J/cm³, for an assumed Young's modulus Y = 100 GPa and Poisson ratio ν = 0.3. That is close to the whole bias at 300 K. A 15 % spread of w between grains smears T* by about 7 K. A hydrostatic pressure of 20 MPa, acting on a polar phase 0.4 % larger in volume, adds 0.08 J/cm³ to the bias. At 300 K that gives 0.358 J/cm³ against the ten-year threshold of 0.364, which leaves almost no margin. A 5 nm interface layer of assumed relative permittivity 50 on a 200 µm sample produces an opposing field of only 0.17 kV/cm, but for a fully polar sample this grows roughly as the inverse of the thickness, reaching |E_B| ≈ 10.7 kV/cm near 3 µm and about 30 kV/cm at 1 µm. At 300 K the model therefore lets the antipolar phase return with no applied voltage once the sample is thinner than about 1.5 µm if the phase regions are wide compared with the thickness, or about 3 µm if they are narrow. With the entropy difference taken at zero field, forward switching at 300 K releases roughly T dD0/dT + w = 4.05 + 0.60 = 4.65 J/cm³ of heat, the first part because the polar phase has the lower entropy in this model. With an assumed heat capacity of 2.7 J/(cm³ K), this warms the sample by about 1.7 K if no heat escapes. A peak field of 60 kV/cm, enough for every case in the table at w = 0.600 J/cm³ though not necessarily for fast pulses on the most strongly pinned grains, lies below an assumed breakdown field of 100 kV/cm.

**What to do about it**

If a device must recover its antipolar state at every pulse, D0 must exceed w_B over the whole temperature range, with allowance for grain spread. Here w_B must be the threshold for the time available between pulses; with thermal activation it is larger for fast pulses than in a slow measurement. There are two routes. Raising D0, by composition or by working warmer in a material like this one, also raises E_F and brings it closer to breakdown. Lowering w in both directions raises E_B and lowers E_F, so it is the better route where D0 is already positive and processing permits it. Where D0 is negative, lowering w cannot bring the antipolar phase back at zero field.

If the polar state is wanted, the margin w_B − D0 should be judged at the end of service life and, in a material like this one, at the highest temperature, not just after poling. This assumes that w falls with time as in the law above; where defects rearrange and pin more strongly with age, the margin must be checked over the whole life.

A reverse field can test the diagnosis. At 300 K the model lets the antipolar phase return at −10.7 kV/cm and survive to −29.8 kV/cm, so a reverse pulse ending between these fields restores it, provided the polarization does not reverse directly first. Direct reversal releases about 2P_s|E|, which is 0.64 J/cm³ at −10.7 kV/cm. Its own threshold must therefore exceed this value, which is slightly more than w. At 270 K there is no such interval: when the polar phase gives way at −23.4 kV/cm, the antipolar phase is already past its own limit of −14.8 kV/cm. If the two thresholds are nearly equal, recovery of the antipolar phase under a reverse field is thus a sign of hysteresis outweighing a positive bias, while its absence alone does not settle which phase is stable.

Numbers as computed

```
a(300 K), a': -1.08e+08, -1.14e+08 V m/C
b, b', c: 1.2e+09, 1.2e+09, 2.4e+09 V m^5/C^3
da/dT: 3e+05 V m/(C K)
threshold w: 0.600 J/cm3
P_s at 300 K: 30.00 uC/cm2
bias D0 at 300 K: 0.2775 J/cm3
D0/P_s at 300 K: 9.25 kV/cm
w/P_s at 300 K: 20.00 kV/cm
FE relative permittivity: 524 
AFE relative permittivity: 942 
T (K) | D0 (J/cm3) | E_eq, E_F, E_B (kV/cm)
270 | -0.144 | -4.61, 14.76, -23.43
300 | 0.278 | 9.30, 29.84, -10.68
320 | 0.540 | 18.71, 40.05, -2.06
340 | 0.787 | 28.22, 50.38, 6.65
T_eq, bias zero: 280.0 K
T*, backward field zero: 324.7 K
dD0/dT at 300 K: 0.0135 J/(cm3 K)
uniform FE stability limit: -111.2 kV/cm
uniform AFE stability limit: 84.3 kV/cm
r = a/a' at 300 K: 0.947
b/c, sqrt(b/b'), c/b': 0.500, 1.000, 2.000
simulated front stall field: 9.30 kV/cm
front advance, w/D0 = 0.75: 3.90 periods
front advance, w/D0 = 1.30: 0.60 periods
first-cycle work, 300 K: 0.8775 J/cm3
cycle work, 340 K: 1.2000 J/cm3
Neglected effects (rough assumed inputs)
creep barrier: 2.0 eV
attempt time: 1e-12 s
w at 300 K after 10 years: 0.364 J/cm3
T* with w(T), 1 s: 322.7 K
T* with w(T), 10 years: 305.7 K
relative spread of w: 15 %
polar fraction kept at 300 K: 99.98 %
smearing of T* (one sigma): 7.2 K
stress, volume strain: 20 MPa, 0.4 %
stress energy: 0.080 J/cm3
stress shift of T*: 6.4 K
interface layer, sample: 5 nm, 200 um; layer permittivity 50
interface-layer field: 0.17 kV/cm
heat capacity: 2.7 J/(cm3 K)
heating on forward switching: 1.72 K
peak, breakdown field: 60, 100 kV/cm
```
